# Why the measured rms roughness depends on the scan size: a program that tests the result

```python
"""
Result under test: the expected rms roughness w of a square scan depends on its side L.
With the scan mean subtracted,
  w^2(L) = integral d^2q/(2 pi)^2 C(q) [1 - j0(qx L/2)^2 j0(qy L/2)^2].
Symbols: C(q) height spectrum, sigma full rms roughness, xi correlation length,
autocovariance R(r) = sigma^2 exp(-r/xi), j0 and j1 spherical Bessel functions.
Plane levelling also removes the two linear modes of the scan.
Lengths are in nm. 'ell' is L/xi; 'removed' is the lost fraction of sigma^2.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import spherical_jn, j0 as bessel_J0

rng = np.random.default_rng(12345)
sigma, xi = 2.0, 100.0
sigma_fine, xi_fine = 1.5, 15.0

# Composite Gauss-Legendre nodes for the dimensionless wave number a = q L/2
edges = np.concatenate(([0.0], np.geomspace(1e-3, np.pi, 14),
                        np.pi * np.arange(2, 101)))
gx, gw = np.polynomial.legendre.leggauss(8)
half = np.diff(edges) / 2
a = ((edges[:-1] + half)[:, None] + half[:, None] * gx).ravel()
wa = (half[:, None] * gw).ravel()
mean_mode = wa * np.sinc(a / np.pi) ** 2
tilt_mode = wa * 3 * spherical_jn(1, a) ** 2
a_squared = a[:, None] ** 2 + a[None, :] ** 2


def removed(ell, plane=False):
    """Fraction of sigma^2 removed by levelling, from the spectrum."""
    shape = (1 + (2 / ell) ** 2 * a_squared) ** -1.5
    total = mean_mode @ shape @ mean_mode
    if plane:
        total += 2 * (tilt_mode @ shape @ mean_mode)
    return 8 / (np.pi * ell ** 2) * total


def rms(L, s=sigma, x=xi, plane=False):
    return s * np.sqrt(1 - removed(L / x, plane))


def sharp_rms(L):
    return sigma * (1 + (2 * np.pi * xi / L) ** 2) ** -0.25


def pair_average(func):
    """Average of func(distance) over all point pairs in a unit square."""
    t, wt = np.polynomial.legendre.leggauss(120)
    u, wu = (t + 1) / 2, wt / 2
    theta, wth = u * np.pi / 4, wu * np.pi / 4
    c, s = np.cos(theta)[:, None], np.sin(theta)[:, None]
    r = u ** 3 / c
    jac = 3 * u ** 2 / c
    f = r * (1 - r * c) * (1 - r * s) * func(r) * jac
    return 8 * wth @ f @ wu


# Spectrum from its definition as the transform of the autocovariance
for k in (0.3, 1.0, 4.0):
    direct = quad(lambda r: r * np.exp(-r) * bessel_J0(k * r), 0, 50,
                  limit=500)[0]
    assert abs(direct - (1 + k * k) ** -1.5) < 1e-7

# Spectral integral against the real-space pair average
for ell in (0.2, 1.0, 10.0, 100.0):
    real_space = pair_average(lambda r: np.exp(-ell * r))
    assert abs(removed(ell) / real_space - 1) < 3e-4

# Mean and plane levelling against least-squares projection on a pixel grid
n = 32
p = (np.arange(n) + 0.5) / n
X, Y = [g.ravel() for g in np.meshgrid(p, p)]
dist = np.hypot(X[:, None] - X, Y[:, None] - Y)
for ell in (1.0, 5.0):
    K = np.exp(-ell * dist)
    for plane in (False, True):
        cols = [np.ones(n * n)] + ([X, Y] if plane else [])
        Q = np.linalg.qr(np.column_stack(cols))[0]
        kept_grid = 1 - np.sum(Q * (K @ Q)) / n ** 2
        assert abs((1 - removed(ell, plane)) / kept_grid - 1) < 0.01

# Closed form of the sharply cut spectral integral
for L in (100.0, 1000.0):
    cut = 2 * np.pi * xi / L
    band = quad(lambda k: k / (1 + k * k) ** 1.5, cut, np.inf)[0]
    assert abs(sharp_rms(L) ** 2 / sigma ** 2 - band) < 1e-7

# Small-scan and large-scan limits
mean_distance = pair_average(lambda r: r)
small = 0.02
assert abs((1 - removed(small)) / (mean_distance * small) - 1) < 0.01
big = 300.0
unit = 2 * np.pi / big ** 2
deficit_mean = removed(big) / unit
deficit_plane = removed(big, True) / unit
deficit_sharp = (1 - (sharp_rms(big * xi) / sigma) ** 2) / unit
assert abs(deficit_mean - 1) < 0.03
assert abs(deficit_plane / 3 - 1) < 0.03
assert abs(deficit_sharp / np.pi - 1) < 0.01

# Ripple of unit amplitude: a larger scan can have a smaller expected roughness
ripple = {}
for ratio in (1.0, 1.5, 2.0):
    x = (np.arange(2000) + 0.5) / 2000 * ratio
    phase = np.arange(200) / 200
    h = np.cos(2 * np.pi * (x[None, :] + phase[:, None]))
    ripple[ratio] = np.sqrt(h.var(axis=1).mean())
    assert abs(ripple[ratio] ** 2 - 0.5 * (1 - np.sinc(ratio) ** 2)) < 1e-5
assert ripple[1.5] < ripple[1.0]


def amplitude(M, pixel):
    """Fourier amplitudes of a periodic Gaussian surface with covariance R."""
    d = np.minimum(np.arange(M), M - np.arange(M)) * pixel
    cov = sigma ** 2 * np.exp(-np.hypot(d[:, None], d) / xi)
    return np.sqrt(np.maximum(np.fft.fft2(cov).real, 0)) / M


def scan_variances(field, m):
    k = field.shape[0] // m
    return field.reshape(k, m, k, m).var(axis=(1, 3)).ravel()


# Simulated surfaces cut into scans; a second set lacks the long waves
M, pixel, long_wave = 1024, 10.0, 640.0
amp = amplitude(M, pixel)
freq = np.fft.fftfreq(M, pixel)
short_only = np.hypot(freq[:, None], freq) > 1 / long_wave
sizes = (16, 64, 256)
full = {m: [] for m in sizes}
filtered = {m: [] for m in sizes}
averaged = []
for _ in range(10):
    z = rng.standard_normal((M, M)) + 1j * rng.standard_normal((M, M))
    surface = np.fft.fft2(amp * z)
    without = np.fft.fft2(amp * short_only * z)
    for f, g in ((surface.real, without.real), (surface.imag, without.imag)):
        for m in sizes:
            full[m].append(scan_variances(f, m))
            filtered[m].append(scan_variances(g, m))
        coarse = f.reshape(M // 8, 8, M // 8, 8).mean(axis=(1, 3))
        averaged.append(scan_variances(coarse, 32))
full = {m: np.concatenate(v) for m, v in full.items()}
filtered = {m: np.concatenate(v) for m, v in filtered.items()}
sim_rms = {m: np.sqrt(full[m].mean()) for m in sizes}
for m in sizes:
    assert abs(full[m].mean() / rms(m * pixel) ** 2 - 1) < 0.03
growth_full = full[256].mean() / full[64].mean() - 1
growth_filtered = filtered[256].mean() / filtered[64].mean() - 1
assert growth_filtered < 0.35 * growth_full

# Scatter between single scans, and the effect of averaging inside a pixel
scatter = {m: np.sqrt(full[m]).std() / np.sqrt(full[m]).mean() for m in sizes}
scatter_law = np.sqrt(np.pi) / 2 * xi / (256 * pixel)
assert abs(scatter[256] / scatter_law - 1) < 0.15
expected = sigma ** 2 * (removed(80 / xi) - removed(2560 / xi))
assert abs(np.mean(averaged) / expected - 1) < 0.03

# Image of the surface made by a parabolic tip (morphological dilation)
tip_radius, fine_pixel = 10.0, 2.0
z = rng.standard_normal((M, M)) + 1j * rng.standard_normal((M, M))
true_surface = np.fft.fft2(amplitude(M, fine_pixel) * z).real
image = true_surface.copy()
for i in range(-5, 6):
    for j in range(-5, 6):
        drop = (i * i + j * j) * fine_pixel ** 2 / (2 * tip_radius)
        np.maximum(image, np.roll(true_surface, (i, j), (0, 1)) - drop,
                   out=image)
tip_ratio = {m: np.sqrt(scan_variances(image, m).mean()
                        / scan_variances(true_surface, m).mean())
             for m in (64, 512)}
assert tip_ratio[64] < tip_ratio[512] < 1

# Worked example
scans = (100.0, 300.0, 1000.0, 3000.0, 10000.0)
table = [(L, rms(L), rms(L, plane=True), sharp_rms(L)) for L in scans]
assert all(t2[1] > t1[1] for t1, t2 in zip(table, table[1:]))
assert all(0.8 < t[3] / t[2] < 1 and t[2] < t[1] for t in table)
fine = {L: rms(L, sigma_fine, xi_fine) for L in (100.0, 1000.0)}
assert fine[100.0] > rms(100.0) and fine[1000.0] < rms(1000.0)

print(f"main film: sigma = {sigma:.1f} nm, xi = {xi:.0f} nm")
print(f"C(0) of main film = {2 * np.pi * sigma**2 * xi**2:.4g} nm^4")
print("scan side (nm): rms mean-levelled, plane-levelled, sharp cutoff (nm)")
for L, wm, wp, ws in table:
    print(f"  {L:6.0f}: {wm:.3f}, {wp:.3f}, {ws:.3f}")
for wave in (300.0, 1000.0, 3000.0):
    share = 1 - (sharp_rms(wave) / sigma) ** 2
    print(f"share of sigma^2 in waves longer than {wave:.0f} nm = {share:.4f}")
print(f"mean pair distance in a square / side = {mean_distance:.4f}")
print(f"large-scan deficits are taken at L/xi = {big:.0f}, in units C(0)/L^2")
print(f"  mean-levelled {deficit_mean:.3f}, plane-levelled {deficit_plane:.3f},"
      f" sharp cutoff {deficit_sharp:.3f}")
print(f"finer film: sigma = {sigma_fine:.1f} nm, xi = {xi_fine:.0f} nm")
for L in fine:
    print(f"  scan {L:.0f} nm: main {rms(L):.3f} nm, finer {fine[L]:.3f} nm")
for ratio in ripple:
    print(f"unit ripple, scan/wavelength {ratio:.1f}: rms {ripple[ratio]:.4f}")
print(f"simulation: {M} x {M} points, spacing {pixel:.0f} nm, 20 surfaces")
for m in sizes:
    print(f"  scan {m * pixel:.0f} nm: simulated rms {sim_rms[m]:.3f} nm, "
          f"formula {rms(m * pixel):.3f} nm, scatter {100 * scatter[m]:.1f} %")
print(f"scatter law at 2560 nm = {100 * scatter_law:.1f} %")
print(f"growth of w^2 from 640 to 2560 nm, all waves = {100*growth_full:.2f} %")
print(f"same, waves of 640 nm and longer erased = {100*growth_filtered:.2f} %")
print(f"tip radius = {tip_radius:.0f} nm, surface spacing {fine_pixel:.0f} nm")
for m in tip_ratio:
    print(f"  scan {m * fine_pixel:.0f} nm: imaged/true rms {tip_ratio[m]:.3f}")
for L in (10000.0, 50000.0):
    size = L / 512
    w_pix = sigma * np.sqrt(removed(size / xi) - removed(L / xi))
    print(f"scan {L:.0f} nm, 512 averaging pixels of {size:.1f} nm: "
          f"rms {w_pix:.3f} nm")
sigma_sub, xi_sub = 1.0, 10000.0
print(f"substrate waviness: {sigma_sub:.1f} nm rms, xi = {xi_sub:.0f} nm")
for L in (1000.0, 10000.0, 100000.0):
    both = np.hypot(rms(L), rms(L, sigma_sub, xi_sub))
    print(f"  scan {L:.0f} nm: film {rms(L):.3f} nm, with waviness {both:.3f} nm")
print("all assertions hold")
```

Running it gives:

```
main film: sigma = 2.0 nm, xi = 100 nm
C(0) of main film = 2.513e+05 nm^4
scan side (nm): rms mean-levelled, plane-levelled, sharp cutoff (nm)
     100: 1.246, 0.930, 0.793
     300: 1.708, 1.454, 1.313
    1000: 1.951, 1.877, 1.840
    3000: 1.994, 1.982, 1.979
   10000: 1.999, 1.998, 1.998
share of sigma^2 in waves longer than 300 nm = 0.5691
share of sigma^2 in waves longer than 1000 nm = 0.1533
share of sigma^2 in waves longer than 3000 nm = 0.0212
mean pair distance in a square / side = 0.5214
large-scan deficits are taken at L/xi = 300, in units C(0)/L^2
  mean-levelled 0.991, plane-levelled 2.957, sharp cutoff 3.141
finer film: sigma = 1.5 nm, xi = 15 nm
  scan 100 nm: main 1.246 nm, finer 1.428 nm
  scan 1000 nm: main 1.951 nm, finer 1.499 nm
unit ripple, scan/wavelength 1.0: rms 0.7071
unit ripple, scan/wavelength 1.5: rms 0.6910
unit ripple, scan/wavelength 2.0: rms 0.7071
simulation: 1024 x 1024 points, spacing 10 nm, 20 surfaces
  scan 160 nm: simulated rms 1.458 nm, formula 1.458 nm, scatter 20.9 %
  scan 640 nm: simulated rms 1.897 nm, formula 1.898 nm, scatter 10.9 %
  scan 2560 nm: simulated rms 1.991 nm, formula 1.991 nm, scatter 3.4 %
scatter law at 2560 nm = 3.5 %
growth of w^2 from 640 to 2560 nm, all waves = 10.16 %
same, waves of 640 nm and longer erased = 0.39 %
tip radius = 10 nm, surface spacing 2 nm
  scan 128 nm: imaged/true rms 0.979
  scan 1024 nm: imaged/true rms 0.989
scan 10000 nm, 512 averaging pixels of 19.5 nm: rms 1.901 nm
scan 50000 nm, 512 averaging pixels of 97.7 nm: rms 1.573 nm
substrate waviness: 1.0 nm rms, xi = 10000 nm
  scan 1000 nm: film 1.951 nm, with waviness 1.964 nm
  scan 10000 nm: film 1.999 nm, with waviness 2.094 nm
  scan 100000 nm: film 2.000 nm, with waviness 2.225 nm
all assertions hold
```
